# Thermopower at Large Hall Angle and Its Linear Growth in Dirac Semimetals

Take the four-valley Dirac semimetal worked out below, with a fixed net density of $10^{17}$ cm$^{-3}$ at 50 K. When the field rises from 10 to 20 T, its electronic entropy per net charge doubles, from 114 to 229 µV/K. In a band with a gap much wider than $k_BT$, doubling the field in the quantum limit adds only about 60 µV/K, as long as the electrons are dilute and holes are negligible. Two questions follow: why entropy per charge is a thermopower at all, and why the massless system does not share the slow growth of the gapped one.

## Thermopower from the two tensors

The field $\mathbf B$ points along $+z$, the temperature gradient lies in the plane, and $e>0$. SI units are used. The electric current is

$$\mathbf J=\sigma\mathbf E-\alpha\nabla T, \tag{1}$$

where $\mathbf E$ includes the gradient of the chemical potential. The crystal is taken as isotropic in the plane, so $\sigma_{yy}=\sigma_{xx}$, $\sigma_{yx}=-\sigma_{xy}$, and likewise for $\alpha$. With no current, $\mathbf E=\sigma^{-1}\alpha\nabla T$, and the thermopower is $S=(\sigma^{-1}\alpha)_{xx}$. The first row of $\sigma^{-1}$ is $(\sigma_{xx},-\sigma_{xy})/(\sigma_{xx}^2+\sigma_{xy}^2)$ and the first column of $\alpha$ is $(\alpha_{xx},-\alpha_{xy})$, so

$$S=\frac{\sigma_{xx}\alpha_{xx}+\sigma_{xy}\alpha_{xy}}{\sigma_{xx}^2+\sigma_{xy}^2}
=\frac{\alpha_{xy}}{\sigma_{xy}}\,
\frac{1+(\sigma_{xx}/\sigma_{xy})(\alpha_{xx}/\alpha_{xy})}{1+(\sigma_{xx}/\sigma_{xy})^2}. \tag{2}$$

At large Hall angle, $|\sigma_{xy}|\gg\sigma_{xx}$, the last fraction tends to one, provided $\alpha_{xx}/\alpha_{xy}$ is not itself large. The thermopower is then $\alpha_{xy}/\sigma_{xy}$.

**The Hall conductivity.** An electric field $E_y$ makes carriers of either sign drift with velocity $\mathbf E\times\mathbf B/B^2$, that is $v_x=E_y/B$. Electrons carry $-e$ and holes $+e$. With $n$ the density of electrons minus holes,

$$J_x=-en\,\frac{E_y}{B},\qquad \sigma_{xy}=-\frac{en}{B}. \tag{3}$$

**The thermoelectric Hall coefficient.** A bulk calculation of $\alpha_{xy}$ must separate circulating magnetization currents from transport. Counting the total current through a strip avoids this. Let the strip run along $x$, with walls at its left (small $y$) and right edges and uniform $\mu$. In the gauge $\mathbf A=(-By,0,0)$ a state of wave number $k$ is centred at $y=\hbar k/(eB)$, and there are $eB/h$ states per unit area in each level. Its total velocity is $\hbar^{-1}d\varepsilon/dk$. This vanishes for the flat bulk levels, so to leading order in scattering the edges carry the current.

Suppose a level of bulk energy $\varepsilon_0$ bends upward at the wall, out of the thermal window. Going inward at the left edge, $k$ increases while the energy falls to $\varepsilon_0$. The particle current there is

$$I_p=\int\frac{dk}{2\pi}\,\frac{1}{\hbar}\frac{d\varepsilon}{dk}\,f
=-\frac1h\int_{\varepsilon_0}^{\infty}f\,d\varepsilon. \tag{4}$$

Warm this edge by $\delta T$. With $x=(\varepsilon-\mu)/k_BT$ and $f=1/(e^x+1)$, one has $\partial f/\partial T=-(x/T)\,df/dx$. The entropy of one state, in units of $k_B$, is

$$\eta(x)=-f\ln f-(1-f)\ln(1-f),\qquad
\frac{d\eta}{dx}=\frac{df}{dx}\ln\frac{1-f}{f}=x\frac{df}{dx}. \tag{5}$$

Since $d\varepsilon=k_BT\,dx$ and $\eta(\infty)=0$,

$$\delta I_p=-\frac{k_B\delta T}{h}\int_{x_0}^{\infty}x\left(-\frac{df}{dx}\right)dx
=-\frac{k_B\delta T}{h}\,\eta(x_0). \tag{6}$$

A hole-like level bends downward instead. Its integral runs from $-\infty$ up to $x_0$ with the opposite prefactor, and because $\eta(-\infty)=0$ it gives the same $-k_B\delta T\,\eta(x_0)/h$. Entropies of electrons and holes therefore add, although their charges subtract.

The charge current is $-e\,\delta I_p$, summed over levels. The bulk entropy density is $s=(eB/h)k_B\sum\eta$, with the sum including $p_z$ per unit length along $z$. The current per unit length along $z$ is thus $s\,\delta T/B$. By (1) it also equals $-\alpha_{xy}(T_{\rm right}-T_{\rm left})=\alpha_{xy}\delta T$. Hence

$$\alpha_{xy}=\frac sB,\qquad S\to\frac{\alpha_{xy}}{\sigma_{xy}}=-\frac{s}{en}. \tag{7}$$

This counting was tested on a hard-walled strip, 60 sites wide, of the lattice model $\sin k_x\sigma_x+\sin k_y\sigma_y+(M+2-\cos k_x-\cos k_y)\sigma_z$, where $M$ plays the part of $vp_z$. The flux was 1/100 of a quantum per cell, with $\mu=0.05$ and $k_BT=0.08$. For $M=0.1$ the particle current changed by $-0.075780$ per unit temperature, against $0.075780$ for $\sum\eta/2\pi$ from the bulk levels. For $M=-0.1$ the two numbers were $-0.147891$ and $0.147891$.

## Where the scattering time goes

Boltzmann theory shows how scattering drops out. Consider an isotropic band with density of states $g_3(\varepsilon)$, speed $v$, momentum $p$, cyclotron frequency $\omega_c=eBv/p$ and an arbitrary $\tau(\varepsilon)$. Up to the sign,

$$|\sigma_{xy}|=e^2\!\int\! d\varepsilon\left(-\frac{\partial f}{\partial\varepsilon}\right)\frac{g_3v^2}{3}\,\frac{\omega_c\tau^2}{1+\omega_c^2\tau^2}
\;\to\;\frac eB\int\! d\varepsilon\left(-\frac{\partial f}{\partial\varepsilon}\right)\frac{g_3vp}{3} \tag{8}$$

for $\omega_c\tau\gg1$. The number of states inside the energy surface is $\mathcal N\propto p^3$, so $g_3=d\mathcal N/d\varepsilon=3\mathcal N/(vp)$ and the last factor is $\mathcal N$. Integration by parts gives $\int f g_3\,d\varepsilon=n$, hence $en/B$. For $\alpha_{xy}$ the integrand is multiplied by $(\varepsilon-\mu)/(eT)$. By (5), $x(-df/dx)=-d\eta/dx$, and a second integration by parts gives

$$\alpha_{xy}=\frac{k_B}{B}\int dx\left(-\frac{d\eta}{dx}\right)\mathcal N
=\frac{k_B}{B}\int d\varepsilon\,g_3\,\eta=\frac sB. \tag{9}$$

For the hole band $p$ and $\mathcal N$ are counted as negative, measured from the node, and the same steps hold.

A Dirac band with $\mu=k_BT$ shows the effect. For $\tau\propto|\varepsilon|^{-2}$, $|\varepsilon|^0$ and $|\varepsilon|^2$, the magnitude of the thermopower in a weak field ($\omega_c\tau=10^{-4}$ at $\varepsilon=k_BT$) is 0.02, 1.53 and 2.95 in units of $k_B/e$. The first value tends to zero as $B\to0$, because $g_3v^2\tau$ is then independent of energy; the residue 0.02 comes from states near the node, where $\omega_c\tau\propto|\varepsilon|^{-3}$ is not small. In a strong field ($\omega_c\tau=10^6$ at $\varepsilon=k_BT$) all three give 5.09, which is also the value of $s/n$ in units of $k_B$.

Strong cyclotron motion alone does not ensure a large Hall angle. Near compensation $\sigma_{xy}=-en/B$ becomes small while electrons and holes both contribute to $\sigma_{xx}$. With $\mu=0.001\,k_BT$, constant $\tau$ and $\omega_c\tau=300$ at $\varepsilon=k_BT$, the thermopower is 0.4% of $s/(en)$. The divergence of $s/(en)$ at $n\to0$ is therefore not a divergence of the thermopower.

## Landau levels of a Dirac node

A massless Dirac node consists of two Weyl nodes of chirality $\chi=\pm1$, with $H=\chi v\,\boldsymbol\sigma\cdot\boldsymbol\pi$ and $\boldsymbol\pi=\mathbf p+e\mathbf A$. Since $[\pi_x,\pi_y]=-i\hbar eB$,

$$H^2=v^2\left(p_z^2+\pi_x^2+\pi_y^2+\hbar eB\sigma_z\right),\qquad
\pi_x^2+\pi_y^2=\hbar eB(2m+1), \tag{10}$$

with $m=0,1,2,\dots$. Thus $H^2=v^2(p_z^2+2\hbar eBj)$, where $2j=2m+1+\sigma_z$. For $j\ge1$ two states share this value, and $H$, which is traceless between them, gives one energy of each sign. For $j=0$ there is one state, $m=0$ with $\sigma_z=-1$. The transverse part of $H$ annihilates it, and what remains is a single branch:

$$\varepsilon_0=-\chi vp_z,\qquad
\varepsilon_j=\pm v\sqrt{p_z^2+2\hbar eBj}\quad(j\ge1). \tag{11}$$

The $j=0$ branch has the constant density of states $(eB/h)/(hv)$. For $N$ Dirac nodes, hence $2N$ branches,

$$g=2N\,\frac{eB}{4\pi^2\hbar^2v}=\frac{NeB}{2\pi^2\hbar^2v}. \tag{12}$$

**Unequal velocities.** For $H=\sum_i\sigma_iv_i\pi_i$ put $\Pi_i=v_i\pi_i$. Their commutators are those of an isotropic node in a field $B'_i=v_1v_2v_3B_i/v_i$. With $\mathbf b=\mathbf B/B$, the component of $\boldsymbol\Pi$ along $\mathbf B'$ is

$$\frac{\sum_iB'_iv_i\pi_i}{|\mathbf B'|}=v_\parallel\,\mathbf b\cdot\boldsymbol\pi,\qquad
v_\parallel=\Big(\sum_i b_i^2/v_i^2\Big)^{-1/2}. \tag{13}$$

So $v$ in (12) becomes $v_\parallel$, and $v^2$ in the level spacing becomes $v_1v_2v_3/v_\parallel$. Diagonalizing a node with speeds 1.0, 1.3 and 0.6 and $\mathbf b=(1,2,2)/3$, in units $\hbar=e=B=1$, reproduced its five lowest levels in magnitude to rounding error.

## The linear law

Let the $j=0$ branches alone be thermally active, which requires $v\sqrt{2\hbar eB}-|\mu|\gg k_BT$. Measure $n$ from the neutral state with $\mu$ at the node. By symmetry $n=0$ at $\mu=0$, and

$$\frac{\partial n}{\partial\mu}=g\int_{-\infty}^{\infty}\left(-\frac{\partial f}{\partial\varepsilon}\right)d\varepsilon=g
\quad\Rightarrow\quad n=g\mu. \tag{14}$$

For the entropy, integrate by parts and use (5):

$$s=k_B^2Tg\int_{-\infty}^{\infty}\eta\,dx
=k_B^2Tg\int_{-\infty}^{\infty}x^2\left(-\frac{df}{dx}\right)dx=\frac{\pi^2}{3}k_B^2Tg. \tag{15}$$

Neither result assumes $k_BT\ll\mu$. Dividing and inserting (12) gives the linear law,

$$\frac{s}{en}=\frac{\pi^2}{3}\frac{k_B}{e}\frac{k_BT}{\mu}=\frac{Nk_B^2TB}{6\hbar^2v\,n}, \tag{16}$$

for $n>0$. By (7) the thermopower is minus this, as long as the Hall angle is large.

At zero temperature the quantum limit begins when $\mu=n/g$ meets the first excited level, $g\,v\sqrt{2\hbar eB_Q}=n$. Putting $\beta=eB_Q/\hbar$ turns this into $N\sqrt2\,\beta^{3/2}/(2\pi^2)=n$, so

$$\frac{eB_Q}{\hbar}=\left(\frac{\sqrt2\,\pi^2n}{N}\right)^{2/3}. \tag{17}$$

**Why there is no saturation.** At fixed $n$, (14) makes $\mu$ fall as $1/B$. While $k_BT\ll\mu$, this raises the thermally active share $k_BT/\mu$ of the carriers. As $\mu$ drops below $k_BT$, thermal pairs become important: they add entropy but no net charge. Integrating the occupations gives the electron and hole densities $gk_BT\ln(1+e^{\pm\mu/k_BT})$, whose difference is $g\mu$.

A gapped band behaves differently. Let its lowest branches be $\pm\sqrt{M_0^2+v^2p_z^2}$ with half-gap $M_0\gg k_BT$, let the electrons be dilute, and let holes be negligible. Then $f\approx e^{-x}$ and $\eta\approx(1+x)e^{-x}$, so the entropy per electron is $k_B(1+\langle\varepsilon\rangle/k_BT-\mu/k_BT)$. At fixed $T$ and $n$ the mean energy $\langle\varepsilon\rangle$ does not change with field, and $n\propto B\,e^{\mu/k_BT}$ gives

$$\frac{s}{en}=\frac{k_B}{e}\ln B+\text{const}. \tag{18}$$

Each doubling of $B$ adds $(k_B/e)\ln2=59.7$ µV/K. A Landau-level sum for $M_0=60$ meV at 50 K gives 59.9 µV/K between 200 and 400 T, fields chosen to reach the dilute limit rather than to describe an experiment. In the formal limit $B\to\infty$, $n/g\to0$ drives $\mu$ to mid-gap and pairs dominate. Then $s\propto g$, and linear growth returns with a slope reduced by the gap. Because thermal pairs are suppressed by $e^{-M_0/k_BT}$, this would take millions of tesla in the 60 meV example at the density used below, so it is a property of the model and not an attainable regime.

## Numbers for a four-valley semimetal

Take $N=4$, $v=5\times10^5$ m/s, $n=10^{17}$ cm$^{-3}$, $T=50$ K and a zero-field mobility of $10^5$ cm$^2$/Vs. Then $k_BT=4.31$ meV, and (17) gives $B_Q=3.26$ T. At 10 T the chemical potential is 10.69 meV and the first excited level lies at 57.4 meV. With $k_B/e=86.17$ µV/K, (16) reads

$$\frac{s}{en}=3.290\times86.17\times\frac{4.309}{10.69}\approx114\ \text{µV/K}, \tag{19}$$

a slope of 11.4 µV/K per tesla. The sum over all Landau levels at fixed density compares as follows.

| $B$ (T) | $\mu$ (meV) | $s/(en)$, all levels (µV/K) | law (16) (µV/K) |
|---|---|---|---|
| 2 | 27.3 | 113.0 | 22.9 |
| 5 | 21.0 | 66.5 | 57.1 |
| 10 | 10.7 | 114.4 | 114.3 |
| 20 | 5.3 | 228.5 | 228.5 |
| 40 | 2.7 | 457.1 | 457.1 |

At 40 T, $\mu/k_BT=0.62$, and the pair formula gives a hole density of $0.69\,n$; the linear law still holds for the entropy.

The entropy per charge is not monotonic. At 5 T it lies well below the low-field value of 119 µV/K. That value is also the low-field thermopower when $\omega_c\tau\gg1$; otherwise the thermopower depends on how $\tau$ varies with energy. The zero-field density of states at the Fermi energy $E_F$ is $3n/E_F$, because $n\propto E_F^3$, so at low temperature $s/(en)\approx\pi^2k_B^2T/(eE_F)$. Comparison with (16) shows that the quantum limit exceeds this when $\mu<E_F/3$. Here $E_F=29.8$ meV, so $\mu$ must fall below about 10 meV, which happens slightly above 10 T. The linear law therefore starts with a loss of entropy and makes up for it later.

## The field at which the Hall angle is lost

The thermopower stays close to $s/(en)$ only while $r=\sigma_{xx}/|\sigma_{xy}|$ is small. In the quantum limit transverse conduction proceeds by hops of the guiding centre $Y$. For point scatterers the probability of a hop is proportional to the overlap of two squared $j=0$ orbitals. Each is a Gaussian of variance $l_B^2/2$, with $l_B^2=\hbar/(eB)$, so the mean square hop is $l_B^2$. With collision time $\tau_Q$, the diffusion constant is $l_B^2/(2\tau_Q)$ and

$$\sigma_{xx}=e^2g\,\frac{l_B^2}{2\tau_Q},\qquad
r=\frac{e^2g\hbar}{2\tau_QeB}\,\frac{B}{en}=\frac{\hbar}{2\tau_Q\mu}. \tag{20}$$

The time $\tau_Q$ follows in Born approximation, without scattering between nodes or chiralities. Collision rates are proportional to the density of final states. At zero field the transport rate carries the factor $\langle\cos^2(\theta/2)(1-\cos\theta)\rangle=\tfrac12\langle1-\cos^2\theta\rangle=\tfrac13$ from spinor overlap and loss of forward momentum. In the quantum limit the spinors are parallel and the factor is one. Hence

$$\tau_Q=\tau_{\rm tr}\,\frac{3n/E_F}{3\,n/\mu}=\tau_{\rm tr}\frac{\mu}{E_F},\qquad
r=\frac{\hbar E_F}{2\tau_{\rm tr}\mu^2}\propto B^2. \tag{21}$$

Because $g$ is constant, $\sigma_{xx}$ does not depend on energy. Then $\alpha_{xx}\propto\int(\varepsilon-\mu)(-\partial f/\partial\varepsilon)d\varepsilon=0$, and (2) becomes

$$|S|=\frac{s}{en}\,\frac{1}{1+r^2}. \tag{22}$$

The mobility gives $\tau_{\rm tr}=1.19$ ps, so $\hbar/(2\tau_{\rm tr})=0.276$ meV and $r=0.276\times29.8/10.69^2=0.072$ at 10 T. The thermopower is lowered by 0.5%. At 20 T, $r=0.29$ and $|S|$ is 211 rather than 229 µV/K.

With $r=(B/B_H)^2$, maximizing $B/(1+B^4/B_H^4)$ gives $B^4=B_H^4/3$, or $r=1/\sqrt3$. Here $B_H\approx37$ T, and $|S|$ peaks near 28 T at about 240 µV/K. These last figures are estimates, because they assume point scatterers that mix neither nodes nor chiralities. A large $r$ does not by itself invalidate (20): on the linear $j=0$ branch a shift of energy only changes the phase of the wave, and the level width $\hbar/(2\tau_Q)=r\mu$, about 2 meV at the peak, is far below the first excited level at 96 meV. In this model, growth without saturation thus belongs to the entropy per net charge. With point scatterers the thermopower stays within 8% of the linear law between 7 and 20 T and falls away from it at higher fields. The 40 T row of the table is not a predicted thermopower.

## Beside a real semimetal

The parameters are rough values in the regime of Pb$_{1-x}$Sn$_x$Se near the composition where its gap closes, with four equivalent valleys. A crystal somewhat off that composition has a Dirac mass. A half-gap of 5 meV changes $s/(en)$ by $+2\%$ at 10 T, $-8\%$ at 20 T and $-14\%$ at 40 T, with $n$ and $T$ fixed. Two limits show that both signs must occur. For $k_BT\ll\mu-M_0$ the entropy is proportional to the density of states at $\mu$, which is $g\mu/\sqrt{\mu^2-M_0^2}$ and exceeds $g$. For $\mu\to0$ the mass moves every state to larger $|\varepsilon|$, where $\eta$ is smaller, so the entropy is reduced. Valley speeds of $5.5\times10^5$ m/s across and $4.0\times10^5$ m/s along the valley axis, with $\mathbf B$ along a cube axis and the valley axes along the cube diagonals, give $v_\parallel=4.83\times10^5$ m/s and raise the linear law by 3.5%. At 100 K and 10 T, excited levels lift $s/(en)$ from 229 to 246 µV/K if the band stays massless. A real crystal does not: its gap moves by roughly 0.4 meV per kelvin, so a sample that is gapless at 50 K has a half-gap near 10 meV at 100 K, and this figure does not apply to it. For a rough dielectric constant of 250 the Coulomb coupling $e^2/(4\pi\epsilon_0\kappa\hbar v)$ is about 0.02. This is the static constant, which is dominated by the lattice and holds only below the optical phonon frequencies; with the optical constant, about ten times smaller, the coupling is near 0.2. Independent electrons are therefore a plausible assumption rather than an established one.

The Hall-angle limit is the least certain part, since the mobility depends on the sample and charged impurities are not point scatterers. If the electrons screen such impurities, the squared screening wave number is $q_s^2=e^2g/(\epsilon_0\kappa)\propto B$. The squared matrix elements, proportional to $(q^2+q_s^2)^{-2}$ with $q\sim1/l_B$, then fall as $B^{-2}$. This cancels the factor $B^2$ in (21), so if these impurities dominate the scattering, $r$ no longer grows with field and the peak of $|S|$ is absent. The peak found above is therefore a result for point scatterers, not a general limit. With $\kappa=250$ and as many charged impurities as net carriers, however, the Born approximation gives a mobility above $10^6$ cm$^2$/Vs, so the assumed $10^5$ cm$^2$/Vs would have to come mainly from other scattering. At three times lower mobility, (21) gives $r=0.22$ at 10 T, a reduction of about 4%. Phonon drag and Zeeman terms beyond the Dirac Hamiltonian are left out, and their size is not estimated here. The latter can act on the $j=0$ level as a mass that grows with field, and the figures for a 5 meV half-gap show that a few meV already bend the linear law at 20 T and above. The numerical output lists the computed values.

## Computed values

```
edge heating response, mass +0.1: -0.075780; bulk entropy 0.075780 (lattice units)
edge heating response, mass -0.1: -0.147891; bulk entropy 0.147891 (lattice units)
edge charge response, mass +0.1: 0.011325; net density -0.011325 (lattice units)
tau ~ |E|^-2: |S| weak field 0.0195, strong field 5.0901 kB/e
tau ~ |E|^0: |S| weak field 1.5338, strong field 5.0901 kB/e
tau ~ |E|^2: |S| weak field 2.9456, strong field 5.0901 kB/e
entropy per net charge, mu = kT: 5.0901 kB/e
near compensation (mu = 0.001 kT): S/(s/en) = 0.00423
tilted Weyl levels, largest error: 1.3e-15 (field units)
nodes N = 4; velocity = 5.00e+05 m/s; net density = 1.0e+17 cm^-3
mobility = 1.0e+05 cm2/Vs; T = 50 K; kT = 4.309 meV
zero-field Fermi energy = 29.77 meV; transport time = 1.191 ps
quantum-limit onset at T=0: 3.26 T
low-field s/(en): Dirac gas 118.61, Landau sum at 0.5 T 118.26 uV/K
B = 2 T: mu = 27.292 meV, gap = 25.66 meV, s/(en) = 113.00, linear law = 22.85 uV/K
B = 5 T: mu = 21.006 meV, gap = 40.57 meV, s/(en) = 66.46, linear law = 57.13 uV/K
B = 10 T: mu = 10.689 meV, gap = 57.37 meV, s/(en) = 114.35, linear law = 114.27 uV/K
B = 20 T: mu = 5.345 meV, gap = 81.13 meV, s/(en) = 228.54, linear law = 228.54 uV/K
B = 40 T: mu = 2.672 meV, gap = 114.74 meV, s/(en) = 457.07, linear law = 457.07 uV/K
slope of linear law at 50 K: 11.427 uV/(K T)
gapped band (60 meV), 200 to 400 T: gain 59.91 uV/K; (kB/e) ln 2 = 59.73 uV/K
mean square hop = 1.000000 l_B^2; spinor transport average = 0.333333
B = 10 T: sigma_xx/|sigma_xy| = 0.0720, |S| with this ratio = 113.68 uV/K
B = 20 T: sigma_xx/|sigma_xy| = 0.2880, |S| with this ratio = 211.03 uV/K
Hall ratio reaches 1 at 37.3 T; |S| peaks at 28.3 T with 242.7 uV/K (estimate)
Dirac mass 5 meV, B = 10 T: S/S(massless) = 1.0163
Dirac mass 5 meV, B = 20 T: S/S(massless) = 0.9236
Dirac mass 5 meV, B = 40 T: S/S(massless) = 0.8563
10 T, 100 K: s/(en) = 246.47, linear law = 228.54 uV/K
valley speeds 5.50e+05 (two axes), 4.00e+05 m/s (long axis)
B along a cube axis: v_par = 4.830e+05 m/s; S changes by factor 1.0353
Coulomb coupling e^2/(4 pi eps0 kappa hbar v), kappa = 250: 0.0175
```
